# Transient growth of placement error in a convergent two-edge mask correction

## Problem

A clear trench of width $s$ lies between two wide opaque lines. Two mask edges are free to move. Edge 1 is a short fragment, of length $L$, of the left side of the trench; the rest of that side is frozen, as in a local repair. Edge 2 is the whole right side. The printed edges are inspected on the line $y=0$ through the middle of the fragment.

The mask displacements are $m=(a,b)$ and the placement errors of the printed edges are $e=(e_1,e_2)$. All four are positive when they widen the trench, and all lengths are at wafer scale. The image is the clear area of the mask blurred by a normalized Gaussian of standard deviation $\sigma$. An edge prints where the image equals a constant threshold, chosen so that $m=0$ prints the target. The correction uses one common gain $g>0$:

$$m^{(k+1)}=m^{(k)}-g\,e^{(k)} .$$

(a) Find the response matrix $M_{ij}=\partial e_i/\partial m_j$ at $m=0$, and the linear law for the errors.

(b) For which gains does the linear iteration converge?

(c) Find a necessary and sufficient condition for some starting error to grow in Euclidean norm at the first step although the iteration converges. For which gains does this trench meet it?

(d) Show that the growth is bounded, and find a norm that falls at every step.

(e) Take $s=\sigma=35$ nm, $L=16$ nm, $g=0.6$ and $e^{(0)}=(1,-1)$ nm. Follow the error and explain its course.

(f) How can the growth be removed, and what limits the validity of the example?

## Solution

### (a) Response matrix

Let $\Phi$ be the standard normal distribution function and

$$G(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma},\qquad u=\frac{G(s)}{G(0)}=e^{-s^2/2\sigma^2}.$$

The fragment covers $|y|<L/2$. Seen from $y=0$, it carries the fraction

$$q=\int_{-L/2}^{L/2}G(y)\,dy=\operatorname{erf}\!\left(\frac{L}{2\sqrt2\,\sigma}\right)$$

of the weight of an infinitely long edge. The clear area is the strip $0<x<s+b$ together with the small rectangle $-a<x<0$, $|y|<L/2$ (subtracted if $a<0$). On $y=0$ the image is therefore

$$I(x)=\Phi\!\left(\tfrac{s+b-x}{\sigma}\right)-\Phi\!\left(\tfrac{-x}{\sigma}\right)+q\left[\Phi\!\left(\tfrac{-x}{\sigma}\right)-\Phi\!\left(\tfrac{-a-x}{\sigma}\right)\right].$$

For $a=b=0$ both target edges, $x=0$ and $x=s$, have $I=\Phi(s/\sigma)-\tfrac12$, so one threshold serves both.

The derivatives at $m=0$ are

$$\frac{\partial I}{\partial a}=qG(x),\qquad \frac{\partial I}{\partial b}=G(s-x),\qquad \frac{\partial I}{\partial x}=G(x)-G(s-x).$$

The slope is $+G(0)(1-u)$ at $x=0$ and $-G(0)(1-u)$ at $x=s$. The left printed edge lies at $x=-e_1$ and the right one at $x=s+e_2$. Keeping $I$ at the threshold to first order gives

$$-G(0)(1-u)\,e_1+qG(0)\,a+uG(0)\,b=0,$$
$$-G(0)(1-u)\,e_2+quG(0)\,a+G(0)\,b=0.$$

Hence

$$M=\frac{1}{1-u}\begin{pmatrix}q&u\\ qu&1\end{pmatrix}.$$

The matrix is nonsymmetric because the edges have unequal lengths. The long edge acts on the site opposite with weight $u$, while the fragment acts on the other site with weight $qu$.

To first order $e=Mm$. Multiplying the correction rule by $M$ gives

$$e^{(k+1)}=T e^{(k)},\qquad T=I-gM,$$

where $I$ now denotes the unit matrix.

### (b) Convergence

The trace and determinant are

$$\operatorname{tr}M=\frac{1+q}{1-u},\qquad \det M=\frac{q-qu^2}{(1-u)^2}=\frac{q(1+u)}{1-u}.$$

The eigenvalues $\mu_1\le\mu_2$ of $M$ are real, since

$$(\operatorname{tr}M)^2-4\det M=\frac{(1+q)^2-4q(1-u^2)}{(1-u)^2}=\frac{(1-q)^2+4qu^2}{(1-u)^2}>0,$$

and positive, since their sum and product are positive. The eigenvalues of $T$ are $\lambda_i=1-g\mu_i$. The spectral radius $\rho=\max|\lambda_i|$ is below one when

$$0<g<\frac{2}{\mu_2}.$$

### (c) Condition for growth

The largest factor by which $T$ can stretch a vector is its larger singular value $\sigma_1$. The singular values satisfy $\sigma_1\sigma_2=|\det T|=|\lambda_1\lambda_2|<1$, so the smaller one is below one. Growth is thus possible if and only if

$$(\sigma_1^2-1)(\sigma_2^2-1)<0 .$$

Expand the product and use $\sigma_1^2+\sigma_2^2=\sum_{ij}T_{ij}^2$. The condition becomes

$$\sum_{ij}T_{ij}^2>1+(\det T)^2 .$$

The sum of squares can be rearranged:

$$\sum_{ij}T_{ij}^2=(T_{11}+T_{22})^2-2(T_{11}T_{22}-T_{12}T_{21})+(T_{12}-T_{21})^2 .$$

The first two terms are $(\operatorname{tr}T)^2-2\det T=\lambda_1^2+\lambda_2^2$. With $\det T=\lambda_1\lambda_2$, moving them to the right gives $1-\lambda_1^2-\lambda_2^2+\lambda_1^2\lambda_2^2$, so that

$$\boxed{(T_{12}-T_{21})^2>(1-\lambda_1^2)(1-\lambda_2^2)}$$

This holds for any real $2\times2$ matrix with $\rho<1$. The right side is positive, so a symmetric $T$ cannot produce growth. Asymmetry is necessary, and it must be large enough.

To see the role of the gain, insert $1-\lambda_i^2=(1-\lambda_i)(1+\lambda_i)=g\mu_i(2-g\mu_i)$ and $T_{12}-T_{21}=-g(M_{12}-M_{21})$. After division by $g^2$,

$$(M_{12}-M_{21})^2>\det M\,(2-g\mu_1)(2-g\mu_2)=\det M\,(4-2g\operatorname{tr}M+g^2\det M).$$

In the stable range both brackets are positive and decrease with $g$. The right side therefore falls steadily from $4\det M$ at $g\to0$ to zero at the stability limit. Two cases follow for nonsymmetric $M$.

If $(M_{12}-M_{21})^2<4\det M$, growth is possible above the smaller root of the corresponding quadratic equation,

$$g_*=\frac{\operatorname{tr}M-\sqrt{(\operatorname{tr}M)^2-4\det M+(M_{12}-M_{21})^2}}{\det M},$$

and up to the stability limit. If $(M_{12}-M_{21})^2\ge4\det M$, every stable gain permits growth. For this trench the second case reads $u^2(1-q)^2\ge4q(1-u^2)$. Adding $4qu^2$ to both sides gives $u^2(1+q)^2\ge4q$, or

$$u(1+q)\ge2\sqrt q .$$

A sufficiently short fragment meets this for any fixed $u>0$, and reducing the gain then makes the first-step growth smaller but cannot remove it. In the opposite limits, $q\to1$ (long fragment) or $u\to0$ (wide trench), $M$ becomes symmetric and the growth disappears.

### (d) A norm that falls at every step

Let $W=\operatorname{diag}(\sqrt q,1)$. The off-diagonal elements of $WTW^{-1}$ are

$$\sqrt q\,T_{12}=-\frac{g\sqrt q\,u}{1-u},\qquad \frac{T_{21}}{\sqrt q}=-\frac{g\sqrt q\,u}{1-u}.$$

They are equal, so $WTW^{-1}$ is symmetric and its largest stretching factor is its spectral radius, which is also that of $T$. Therefore

$$\|We^{(k+1)}\|\le\rho\,\|We^{(k)}\|,\qquad \|We\|=\sqrt{q e_1^2+e_2^2}.$$

Since $q<1$, we have $\sqrt q\,\|e\|\le\|We\|\le\|e\|$, and so

$$\|e^{(k)}\|\le\frac{\rho^k}{\sqrt q}\,\|e^{(0)}\| .$$

The Euclidean error can rise because error moves from site 2, which has full weight in this norm, to site 1, which has little.

### (e) The numerical case

Here $u=e^{-1/2}=0.6065$ and $q=\operatorname{erf}(0.1616)=0.1808$, which give

$$M=\begin{pmatrix}0.4595&1.5415\\0.2787&2.5415\end{pmatrix},\qquad T=\begin{pmatrix}0.7243&-0.9249\\-0.1672&-0.5249\end{pmatrix}.$$

The eigenvalues of $M$ are $0.2703$ and $2.7307$, those of $T$ are $0.8378$ and $-0.6384$. The spectral radius is $0.838$ and the iteration converges. Yet

$$(T_{12}-T_{21})^2=0.574>(1-0.8378^2)(1-0.6384^2)=0.177,$$

so growth is possible. The largest singular value is $1.221$.

With $\operatorname{tr}M=3.0010$, $\det M=0.7382$ and $(M_{12}-M_{21})^2=1.5947$,

$$g_*=\frac{3.0010-\sqrt{9.0060-2.9528+1.5947}}{0.7382}=0.319,$$

while stability ends at $2/2.7307=0.732$. The chosen gain lies between the two.

The start $(1,-1)$ nm means that both printed edges lie 1 nm too far to the left at the inspected site. In the linear model the mask that causes it is $m=(1/q,-1)$ nm, as multiplication by $M$ confirms; this is about $(5.5,-1)$ nm. The first correction moves edge 2 outward by 0.6 nm and the fragment inward by 0.6 nm:

$$e_1^{(1)}=1-0.6(0.4595)+0.6(1.5415)=1.649\ \text{nm},$$
$$e_2^{(1)}=-1-0.6(0.2787)+0.6(2.5415)=0.358\ \text{nm}.$$

Moving edge 2 takes the error at site 2 from −1 to +0.525 nm, past the target, and pushes site 1 out by 0.925 nm. The fragment, moving the right way, pulls it back by only 0.276 nm. The norm rises from 1.414 to 1.688 nm, a factor 1.193, and the larger of the two errors rises by 65 %.

The table compares the linear law with the same iteration carried out on the full threshold image, started from a mask that prints the same initial errors.

| Step | Linear $e_1,e_2$ (nm) | Linear norm (nm) | Weighted norm (nm) | Full-image norm (nm) |
|---|---|---|---|---|
| 0 | 1.000, −1.000 | 1.414 | 1.087 | 1.414 |
| 1 | 1.649, 0.358 | 1.688 | 0.787 | 1.654 |
| 2 | 0.864, −0.464 | 0.980 | 0.591 | 0.969 |
| 3 | 1.054, 0.099 | 1.059 | 0.459 | 1.001 |
| 4 | 0.672, −0.228 | 0.710 | 0.366 | 0.697 |
| 8 | 0.361, −0.068 | 0.367 | 0.168 | 0.351 |

The norm also rises slightly between steps 2 and 3. The eigenvectors explain both rises. From the first row of $(M-\mu)v=0$, an eigenvector is $v=(1,(\mu-M_{11})/M_{12})$, that is, $(1,-0.123)$ for the slow mode and $(1,1.473)$ for the fast one. Writing $(1,-1)$ as a sum of the two requires coefficients $1.550$ and $-0.550$, so

$$e_1^{(k)}=1.550\,(0.8378)^k-0.550\,(-0.6384)^k\ \text{nm}.$$

At $k=0$ the modes partly cancel at site 1. The fast mode changes sign at each step, so at $k=1$ they add: $1.298+0.351=1.649$. They oppose each other again at $k=2$ and add at $k=3$. The slow mode, almost wholly an error at site 1, governs the late decay.

This start does not grow at every gain above $g_*$. Since $M(1,-1)^{\mathsf T}=(-1.082,-2.263)^{\mathsf T}$, its squared norm after one step is

$$(1+1.082g)^2+(-1+2.263g)^2\approx2-2.362g+6.291g^2,$$

which exceeds 2 when $g>0.375$. Between $0.319$ and $0.375$ other starts grow, but not this one.

In the full image the first-step factor is 1.170, and both errors stay below 0.1 nm from step 16 within the 60 steps followed. The largest difference between the two histories in steps 0 to 8 is 0.071 nm. For a start ten times smaller it is 0.00077 nm, a reduction by about 92, close to the factor 100 expected of a quadratic correction.

### (f) Cures and limits

**Lower common gain.** Below $g_*=0.319$ no start grows in the linear model. The price is speed: at $g_*$ the spectral radius is 0.914 instead of 0.838. This cure exists here because $u(1+q)=0.716$ is below $2\sqrt q=0.850$. For a 4 nm fragment, with $s$ and $\sigma$ unchanged, the two numbers are 0.634 and 0.427, and every stable common gain permits growth.

**Separate gains.** Let edge $j$ move by $-e_j/M_{jj}$. The off-diagonal elements of the new error matrix are

$$-\frac{M_{12}}{M_{22}}=-u,\qquad -\frac{M_{21}}{M_{11}}=-\frac{qu}{q}=-u,$$

and its diagonal vanishes. It is symmetric with largest stretching factor $u=0.607$, so the linear error falls at every step. In the long run this is faster than with $g=0.6$, where the factor per step tends to 0.838. In the full image the example's error drops from 1.414 to 0.819 nm in one step.

**Full inverse.** The step $-M^{-1}e$ removes the linear error at once. In the full image 0.093 nm remains, because the response is not strictly linear.

**Comparison with a real process.** The trench width is marginal for 193 nm immersion lithography with numerical aperture 1.35, and the blur is on the wide side. The Gaussian image of the trench is 86 nm wide at half its maximum, against 64 nm for coherent on-axis and 75 nm for incoherent imaging through a circular pupil. The growth at $g=0.6$ depends on this choice: with a Gaussian of $\sigma=30$ nm no start grows at that gain. The shape of the blur matters as well as its width, as the coherent case below shows. The Gaussian image is very weak: its logarithmic slope times the trench width is 0.46, far below the values of roughly 1.5 or more wanted in production. A dose change of 1 % moves each edge by 0.76 nm, about three quarters of the starting error at each edge. Replacing the Gaussian by scalar coherent on-axis imaging through a circular pupil, with the same geometry and gain, raises this slope to 0.80. The linear iteration still converges, with spectral radius 0.869, and its first-step factor becomes 1.33. With incoherent imaging through the same pupil, by contrast, the largest singular value at this gain is 0.985 and no start grows. Real illumination is partially coherent and often off-axis, which none of these calculations covers, so whether growth occurs at $g=0.6$ in a real process is left open. Polarization matters too: for two beams from opposite points of the pupil rim and a resist index of about 1.7, the unfavourable polarization has $-0.26$ times the contrast of the favourable one, so a scalar image presupposes the latter. Even then it is only approximate for the short fragment, which also diffracts light along the trench. If the ideal mask lies off the grid (in the model it is $m=0$, which lies on it), rounding the final mask to a grid of 0.25 nm at wafer scale can leave errors up to about 0.25 and 0.35 nm at the two sites. Rounding at every step can leave larger ones, and in the example it stalls the iteration with 0.115 nm left at site 1. The late decay below 0.1 nm therefore assumes a continuous mask.

Stability also depends on the assumption that the neighbouring fragments are frozen. If three adjacent fragments of the left side are free, all with the common gain, the stability limit falls from 0.732 to 0.633. With nine it is 0.515, and the iteration with $g=0.6$ diverges. The example therefore describes a repair with two free edges, and its gain should not be carried over to a correction of the whole side. The same holds for the separate gains $1/M_{jj}$ above: used on three adjacent free fragments and the long edge, they already make the linear iteration diverge. Further values are in the numerical output below.

## Computed values

```
trench s = 35 nm, blur sigma = 35 nm, fragment L = 16 nm
wavelength = 193 nm, NA = 1.35, common gain g = 0.60
u = 0.6065, q = 0.1808, threshold = 0.3413 (clear field = 1)
M11 = 0.4595, M12 = 1.5415 (nm/nm)
M21 = 0.2787, M22 = 2.5415 (nm/nm)
trace M = 3.0010, det M = 0.7382, (M12-M21)^2 = 1.5947
eigenvalues of M = 0.2703, 2.7307
T11 = 0.7243, T12 = -0.9249
T21 = -0.1672, T22 = -0.5249
eigenvalues of T = 0.8378, -0.6384
spectral radius = 0.8378, largest singular value = 1.2214
criterion: left = 0.5741, right = 0.1766
growth begins at g = 0.3191, stability ends at g = 0.7324
spectral radius at growth onset = 0.9137
bound on amplification 1/sqrt(q) = 2.352
all-gain growth test: u(1+q) = 0.7162, 2 sqrt(q) = 0.8504
same test, 4 nm fragment: 0.6342, 0.4269
start mask displacements (full image) = 5.353, -0.944 nm
k | linear e1, e2, norm, weighted norm | full image e1, e2, norm (nm)
0 | 1.000, -1.000, 1.414, 1.087 | 1.000, -1.000, 1.414
1 | 1.649, 0.358, 1.688, 0.787 | 1.618, 0.346, 1.654
2 | 0.864, -0.464, 0.980, 0.591 | 0.885, -0.395, 0.969
3 | 1.054, 0.099, 1.059, 0.459 | 0.999, 0.064, 1.001
4 | 0.672, -0.228, 0.710, 0.366 | 0.672, -0.182, 0.697
5 | 0.698, 0.007, 0.698, 0.297 | 0.654, -0.012, 0.654
6 | 0.499, -0.121, 0.513, 0.244 | 0.487, -0.096, 0.497
7 | 0.473, -0.020, 0.473, 0.202 | 0.441, -0.028, 0.442
8 | 0.361, -0.068, 0.367, 0.168 | 0.346, -0.056, 0.351
first-step norm ratio: linear 1.193, full image 1.170
both errors stay below 0.1 nm from step 16 (full image)
largest full-linear difference, steps 0-8: 0.071 nm
same for a start ten times smaller: 0.00077 nm
separate gains 1/Mii: norm of T = 0.6065, error after one step = 0.819 nm
full inverse: error after one step = 0.093 nm
coherent M11, M12 = 0.499, 1.855
coherent M21, M22 = 0.365, 2.855
coherent: spectral radius = 0.869, first-step norm ratio = 1.329
normalized log slope: Gaussian 0.460, coherent 0.798
edge shift for 1 % dose change = 0.761 nm
mask grid 0.25 nm: worst rounding error at edges 1, 2 = 0.250, 0.353 nm
far side of a 150 nm line: relative edge influence = 1.0e-04
resist index 1.7: two-beam TM/TE contrast at pupil rim = -0.261
stable gain limit with 3, 9 free fragments = 0.633, 0.515
```
